**Two-photon absorption: both time orderings and the one-beam and two-beam factors**

The program tests the excitation rates W12 = πI₁I₂|M(1,2)|²g(ω₁+ω₂)/(2ħ²ε₀²c²) for two beams and W11 = πI²|M(1,1)|²g(2ω)/(8ħ²ε₀²c²) for one coherent beam. Here M is the two-photon amplitude with both absorption orders, I is intensity, ω is angular frequency and g is the normalized line profile. For an electron in a box, the program asserts that the sum over states agrees with a finite-difference solution, and that diagonalization with quantized light modes gives the predicted couplings. It also propagates the Schrödinger equation in time and asserts that the line-averaged excitation agrees with the rate formulas within 3%; the printed ratios lie between 0.997 and 1.000. Further assertions cover the photon statistics, the work done by each beam and the relative strengths of the three final frequencies for two close beams. Evaluated from the formulas, the near-degenerate cross rate is four times the one-beam rate, and the total for two close beams is 1.5 times that of one beam with doubled intensity. The propagation tests this independently: the central peak is 3.98 times the mean side peak, against 3.98 from the formulas at the frequencies used. In the two-colour example, keeping one ordering alone would overestimate the rate by a factor of 1.66.

## Numerical check

```python
"""Two-photon absorption rates for one beam and for two distinguishable beams.

Results under test, for excitation events per atom:
  two beams: W12 = pi I1 I2 |M(w1,w2)|^2 g(w1+w2) / (2 hbar^2 eps0^2 c^2)
  one beam:  W11 = pi I^2  |M(w,w)|^2  g(2w)    / (8 hbar^2 eps0^2 c^2)
M(w1,w2) is the sum over intermediate states with both time orderings,
I is intensity, and g is the normalized line profile in angular frequency.
Model: one electron in a hard-walled box, driven from level 1 to level 3.
Internal units: ground energy E1 = 1, box length = 1, charge = 1, hbar = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.stats import poisson

hbar, eps0, c, e = const.hbar, const.epsilon_0, const.c, const.e


def rate_two(I1, I2, M, g):
    return np.pi * I1 * I2 * M**2 * g / (2 * hbar**2 * eps0**2 * c**2)


def rate_one(I, M, g):
    return np.pi * I**2 * M**2 * g / (8 * hbar**2 * eps0**2 * c**2)


def position(n, m):
    """Matrix element of x measured from the box centre."""
    if (n + m) % 2 == 0:
        return 0.0
    return -8 * n * m / (np.pi**2 * (n**2 - m**2)**2)


def path(w):
    """One time ordering: the photon of frequency w is absorbed first."""
    return sum(position(3, j) * position(j, 1) / (j**2 - 1 - w)
               for j in range(2, 81))


def both(w1, w2):
    return path(w1) + path(w2)


def path_grid(w, points=3000):
    """Same amplitude from an inhomogeneous differential equation."""
    h = 1 / (points + 1)
    x = h * np.arange(1, points + 1)
    ground = np.sqrt(2) * np.sin(np.pi * x)
    final = np.sqrt(2) * np.sin(3 * np.pi * x)
    k = 1 / (np.pi * h)**2
    band = np.zeros((3, points))
    band[0, 1:] = -k
    band[1] = 2 * k - 1 - w
    band[2, :-1] = -k
    response = solve_banded((1, 1), band, (x - 0.5) * ground)
    return h * np.sum(final * (x - 0.5) * response)


w_one, w_a, w_b = 4.0, 2.4, 5.6
for w in (w_one, w_a, w_b):
    assert abs(path_grid(w) / path(w) - 1) < 1e-3

# Atom in a truncated level basis, used for both dynamic tests.
size = 8
levels = np.arange(1, size + 1)**2 - 1.0
X = np.array([[position(n, m) for m in range(1, size + 1)]
              for n in range(1, size + 1)])


def quantum_coupling(freqs, start, end, cutoff, strength):
    """Effective g-f coupling from diagonalizing atom plus field modes."""
    dims = (size,) + (cutoff,) * len(freqs)

    def embed(op, place):
        out = np.eye(1)
        for k, d in enumerate(dims):
            out = np.kron(out, op if k == place else np.eye(d))
        return out

    lower = np.diag(np.sqrt(np.arange(1, cutoff)), 1)
    H = embed(np.diag(levels), 0)
    for k, w in enumerate(freqs, 1):
        H = H + w * embed(np.diag(np.arange(cutoff)), k)
        H = H - strength * embed(X, 0) @ embed(lower + lower.T, k)
    vals, vecs = np.linalg.eigh(H)
    pair = [np.ravel_multi_index((0,) + start, dims),
            np.ravel_multi_index((2,) + end, dims)]
    chosen = np.argsort(np.sum(vecs[pair]**2, axis=0))[-2:]
    u, _, vh = np.linalg.svd(vecs[pair][:, chosen])
    rotation = u @ vh
    return (rotation @ np.diag(vals[chosen]) @ rotation.T)[0, 1]


s = 0.02
q_pair = quantum_coupling((w_a, w_b), (1, 1), (0, 0), 4, s) / s**2
q_two = quantum_coupling((w_one,), (2,), (0,), 8, s) / s**2
q_three = quantum_coupling((w_one,), (3,), (1,), 8, s) / s**2
assert abs(q_pair / -both(w_a, w_b) - 1) < 0.01
for n, q in ((2, q_two), (3, q_three)):
    expected = -np.sqrt(n * (n - 1)) * both(w_one, w_one) / 2
    assert abs(q / expected - 1) < 0.01

# Photon statistics: average of n(n-1) divided by the squared mean.
n = np.arange(600)
mean_n = 3.0
thermal = (mean_n / (1 + mean_n))**n / (1 + mean_n)
g2_coherent = np.sum(n * (n - 1) * poisson.pmf(n, mean_n)) / mean_n**2
g2_thermal = np.sum(n * (n - 1) * thermal) / mean_n**2
assert abs(g2_coherent - 1) < 1e-9 and abs(g2_thermal - 2) < 1e-9

# Physical scale of the box.
length = 1e-9
E1 = const.h**2 / (8 * const.m_e * length**2)
M_unit = (e * length)**2 / E1
field_unit = E1 / (e * length)

# Direct time propagation for an ensemble with shifted final levels.
duration, dt = 400.0, 0.02
times = (np.arange(int(round(duration / dt))) + 0.5) * dt
envelope = np.sin(np.pi * times / duration)**2
slope = np.pi / duration * np.sin(2 * np.pi * times / duration)
step = 0.0125
shifts = step * np.arange(-24, 25)
x_values, U = np.linalg.eigh(X)


def propagate(freqs, amplitude):
    field = amplitude * envelope * sum(np.cos(w * times) for w in freqs)
    energies = np.repeat(levels[:, None], len(shifts), axis=1)
    energies[2] += shifts
    phase = np.exp(-1j * energies * dt)
    psi = np.zeros(energies.shape, complex)
    psi[0] = 1
    Uc = U.astype(complex)
    UcT = Uc.T.copy()
    kicks = np.exp(1j * dt * np.outer(field, x_values))
    mean_x = np.empty(len(times))
    for k in range(len(times)):
        psi = UcT @ psi
        mean_x[k] = x_values @ np.sum(psi.real**2 + psi.imag**2, axis=1)
        psi = phase * (Uc @ (kicks[k][:, None] * psi))
    return np.abs(psi[2])**2, mean_x


line_sd = 0.5


def line(d):
    return np.exp(-d**2 / (2 * line_sd**2)) / (line_sd * np.sqrt(2 * np.pi))


def averaged(prob):
    return step * np.sum(line(shifts) * prob)


F = 0.15
I_test = eps0 * c * (F * field_unit)**2 / 2
exposure = dt * np.sum(envelope**4)


def predict_one(w):
    rate = rate_one(I_test, both(w, w) * M_unit,
                    line(2 * w - 8) * hbar / E1)
    return rate * hbar / E1 * exposure


def predict_two(w1, w2):
    rate = rate_two(I_test, I_test, both(w1, w2) * M_unit,
                    line(w1 + w2 - 8) * hbar / E1)
    return rate * hbar / E1 * exposure


p_one, _ = propagate((w_one,), F)
ratio_one = averaged(p_one) / predict_one(w_one)
assert abs(ratio_one - 1) < 0.03

p_two, mean_x = propagate((w_a, w_b), F)
ratio_two = averaged(p_two) / predict_two(w_a, w_b)
assert abs(ratio_two - 1) < 0.03
single_order = (path(w_a) / both(w_a, w_b))**2
assert abs(ratio_two / single_order - 1) > 0.2

# Work done by each beam, in photons per excitation.
photons = []
for w in (w_a, w_b):
    field_rate = F * (slope * np.cos(w * times)
                      - w * envelope * np.sin(w * times))
    work = -dt * np.sum(mean_x * field_rate)
    photons.append(work / (w * np.sum(p_two)))
assert max(abs(np.array(photons) - 1)) < 0.03

# Two close beams: resolved final frequencies and total rate.
beat = 2 * np.pi * 8 / duration
w_lo, w_hi = w_one - beat / 2, w_one + beat / 2
p_close, _ = propagate((w_lo, w_hi), F)
centre = np.sum(p_close[np.abs(shifts) < beat / 2])
sides = np.sum(p_close[np.abs(shifts) >= beat / 2]) / 2
peak_ratio = centre / sides
peak_formula = 8 * both(w_lo, w_hi)**2 / (
    both(w_lo, w_lo)**2 + both(w_hi, w_hi)**2)
assert abs(peak_ratio / peak_formula - 1) < 0.03
close_prediction = (predict_one(w_lo) + predict_one(w_hi)
                    + predict_two(w_lo, w_hi))
ratio_close = averaged(p_close) / close_prediction
assert abs(ratio_close - 1) < 0.03

# Average squared intensity over the relative phase of two beams.
phi = 2 * np.pi * np.arange(64) / 64


def mean_square(I1, I2):
    return np.mean(np.abs(np.sqrt(I1) + np.sqrt(I2) * np.exp(1j * phi))**4)


assert abs(mean_square(1, 2) - (1 + 4 + 4 * 2)) < 1e-10

# Worked example in laboratory units.
I = 1e12
width_eV = 0.02
g_peak = 2 * hbar / (np.pi * width_eV * e)
eV = E1 / e
M_show = M_unit / (e**2 * 1e-18 / e)
M11, M12 = both(w_one, w_one), both(w_a, w_b)
W11 = rate_one(I, M11 * M_unit, g_peak)
W12 = rate_two(I, I, M12 * M_unit, g_peak)
W12_single = rate_two(I, I, path(w_a) * M_unit, g_peak)
W_cross = rate_two(I, I, M11 * M_unit, g_peak)
W_double = rate_one(2 * I, M11 * M_unit, g_peak)
W_close = 2 * W11 + W_cross
assert abs(W_close / W11 - mean_square(1, 1)) < 1e-9
amplitude = np.sqrt(2 * I / (eps0 * c))
V11 = amplitude**2 * abs(M11) * M_unit / 8 / e
V12 = amplitude**2 * abs(M12) * M_unit / 4 / e
assert max(V11, V12) < width_eV / 10
flux = I / (w_one * E1)
delta_GM = 2 * W11 / flux**2 / 1e-58

print(f"Box length: {length * 1e9:.1f} nm")
print(f"Ground-level energy E1: {eV:.4f} eV")
print(f"Transition energy, level 1 to 3: {8 * eV:.4f} eV")
print(f"Level 2 above level 1: {3 * eV:.4f} eV")
print(f"Intensity of each beam: {I / 1e4:.1e} W/cm^2")
print(f"Field amplitude of each beam: {amplitude:.4e} V/m")
print(f"Line full width: {width_eV:.3f} eV")
print(f"Peak line profile g: {g_peak:.4e} s")
print(f"One-beam photon energy: {w_one * eV:.4f} eV")
print(f"Two-beam photon energy 1: {w_a * eV:.4f} eV")
print(f"Two-beam photon energy 2: {w_b * eV:.4f} eV")
print(f"x(1,2) from box centre: {position(1, 2):.5f} nm")
print(f"x(2,3) from box centre: {position(2, 3):.5f} nm")
print(f"One-beam single sum M/2: {M11 / 2 * M_show:.5f} e^2 nm^2/eV")
print(f"One-beam M: {M11 * M_show:.5f} e^2 nm^2/eV")
print(f"Photon 1 first: {path(w_a) * M_show:.5f} e^2 nm^2/eV")
print(f"Photon 2 first: {path(w_b) * M_show:.5f} e^2 nm^2/eV")
print(f"Two-beam M: {M12 * M_show:.5f} e^2 nm^2/eV")
print(f"One-beam coupling |V|: {V11:.4e} eV")
print(f"Two-beam coupling |V|: {V12:.4e} eV")
print(f"One-beam rate W11: {W11:.4e} s^-1")
print(f"Two-colour rate W12: {W12:.4e} s^-1")
print(f"W12 with photon 1 first only: {W12_single:.4e} s^-1")
print(f"One-ordering rate / full rate: {W12_single / W12:.4f}")
print(f"Near-degenerate cross rate: {W_cross:.4e} s^-1")
print(f"Near-degenerate cross rate / W11: {W_cross / W11:.3f}")
print(f"Two close beams, total rate: {W_close:.4e} s^-1")
print(f"One beam of doubled intensity: {W_double:.4e} s^-1")
print(f"Close-beam total / doubled beam: {W_close / W_double:.3f}")
print(f"Photon flux of one beam: {flux / 1e4:.4e} cm^-2 s^-1")
print(f"Photon-loss cross section: {delta_GM:.4e} GM")
print(f"Coherent <n(n-1)>/<n>^2: {g2_coherent:.4f}")
print(f"Thermal <n(n-1)>/<n>^2: {g2_thermal:.4f}")
print(f"Propagation / formula, one beam: {ratio_one:.4f}")
print(f"Propagation / formula, two colours: {ratio_two:.4f}")
print(f"Propagation / formula, close beams: {ratio_close:.4f}")
print(f"Central / mean side peak, propagation: {peak_ratio:.4f}")
print(f"Central / mean side peak, formula: {peak_formula:.4f}")
print(f"Photons from beam 1 per excitation: {photons[0]:.4f}")
print(f"Photons from beam 2 per excitation: {photons[1]:.4f}")
print("OK")
```

It prints:

```
Box length: 1.0 nm
Ground-level energy E1: 0.3760 eV
Transition energy, level 1 to 3: 3.0082 eV
Level 2 above level 1: 1.1281 eV
Intensity of each beam: 1.0e+08 W/cm^2
Field amplitude of each beam: 2.7449e+07 V/m
Line full width: 0.020 eV
Peak line profile g: 2.0952e-14 s
One-beam photon energy: 1.5041 eV
Two-beam photon energy 1: 0.9025 eV
Two-beam photon energy 2: 2.1058 eV
x(1,2) from box centre: -0.18013 nm
x(2,3) from box centre: -0.19454 nm
One-beam single sum M/2: -0.09249 e^2 nm^2/eV
One-beam M: -0.18498 e^2 nm^2/eV
Photon 1 first: 0.15592 e^2 nm^2/eV
Photon 2 first: -0.03502 e^2 nm^2/eV
Two-beam M: 0.12090 e^2 nm^2/eV
One-beam coupling |V|: 1.7422e-05 eV
Two-beam coupling |V|: 2.2773e-05 eV
One-beam rate W11: 9.2223e+07 s^-1
Two-colour rate W12: 1.5758e+08 s^-1
W12 with photon 1 first only: 2.6211e+08 s^-1
One-ordering rate / full rate: 1.6633
Near-degenerate cross rate: 3.6889e+08 s^-1
Near-degenerate cross rate / W11: 4.000
Two close beams, total rate: 5.5334e+08 s^-1
One beam of doubled intensity: 3.6889e+08 s^-1
Close-beam total / doubled beam: 1.500
Photon flux of one beam: 4.1496e+26 cm^-2 s^-1
Photon-loss cross section: 1.0712e+05 GM
Coherent <n(n-1)>/<n>^2: 1.0000
Thermal <n(n-1)>/<n>^2: 2.0000
Propagation / formula, one beam: 0.9993
Propagation / formula, two colours: 0.9991
Propagation / formula, close beams: 0.9977
Central / mean side peak, propagation: 3.9799
Central / mean side peak, formula: 3.9840
Photons from beam 1 per excitation: 1.0000
Photons from beam 2 per excitation: 1.0001
OK
```
